# Flexural Phonons of a Flat Crystal Sheet: Invariance, Bending and Tension: test program

```python
"""Flexural phonons of a flat one-atom-per-cell crystal sheet.

Result under test, for small wavevector q:
    M omega^2 = D(q) = A * (tau_ij q_i q_j + kappa q^4) + O(q^6)
M: atomic mass, A: cell area, tau: in-plane stress (tension positive),
kappa: bending rigidity. Thus omega ~ q^2 without stress if kappa > 0,
and omega ~ q under tension.
Force constants come from derivatives of the full nonlinear energy;
the stress comes separately from in-plane strain derivatives.
Units: eV and angstrom. Phonon energy = sqrt(hbar^2/M * D).
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

WELL_DEPTH = 1.0       # Morse depth, eV
MORSE_DECAY = 1.5      # 1/angstrom
MORSE_LENGTH = 2.5     # angstrom
BENDING = 0.1          # K, eV/angstrom^2
HBAR2_OVER_M = 2.0e-4  # eV angstrom^2
STRAIN = 0.001
SIZE = 5               # supercell edge; force constants reach two cells

FIRST = [(1, 0), (0, 1), (-1, 1)]
SECOND = [(1, 1), (2, -1), (-1, 2)]
TRIANGULAR = np.array([[1.0, 0.5], [0.0, np.sqrt(3) / 2], [0.0, 0.0]])


def morse(r):
    s = np.exp(-MORSE_DECAY * (r - MORSE_LENGTH))
    return WELL_DEPTH * (s * s - 2 * s)


def morse_slope(r):
    s = np.exp(-MORSE_DECAY * (r - MORSE_LENGTH))
    return 2 * MORSE_DECAY * WELL_DEPTH * (s - s * s)


def energy(u, lattice, bend=BENDING, second=1.0, height=0.0, anchor=0.0):
    """Energy of a periodic supercell with displacements u[n1, n2, xyz].

    height: springs on height differences (break rotation invariance);
    anchor: springs to a fixed plane (break translation invariance).
    """
    total = 0.5 * anchor * np.sum(u[..., 2] ** 2)
    curvature = 0.0
    for n in FIRST + SECOND:
        bond = lattice @ np.array(n) - u
        bond = bond + np.roll(u, (-n[0], -n[1]), axis=(0, 1))
        r = np.sqrt(np.sum(bond ** 2, axis=-1))
        if n in FIRST:
            total = total + np.sum(morse(r))
            total = total + 0.5 * height * np.sum(bond[..., 2] ** 2)
            curvature = curvature + bond - np.roll(bond, n, axis=(0, 1))
        else:
            total = total + second * np.sum(morse(r))
    return total + 0.5 * bend * np.sum(curvature ** 2)


def cell_energy(lattice, **model):
    return energy(np.zeros((1, 1, 3)), lattice, **model)


def area(lattice):
    return abs(np.linalg.det(lattice[:2]))


def stress(lattice, **model):
    """In-plane stress tensor by complex-step strain derivatives."""
    tau = np.zeros((2, 2))
    for i in range(2):
        for j in range(2):
            deform = np.eye(3, dtype=complex)
            deform[i, j] += 1e-20j
            value = cell_energy(deform @ lattice, **model)
            tau[i, j] = np.imag(value) / 1e-20 / area(lattice)
    return tau


class Sheet:
    """Force constants of a flat lattice and what follows from them."""

    def __init__(self, lattice, **model):
        self.lattice, self.area = lattice, area(lattice)
        step, vectors, matrices = 1e-5, [], []
        for n1 in range(-2, 3):
            for n2 in range(-2, 3):
                phi = np.zeros((3, 3))
                for mu in range(3):
                    for nu in range(3):
                        for sign in (1, -1):
                            u = np.zeros((SIZE, SIZE, 3), dtype=complex)
                            u[n1, n2, mu] += sign * step
                            u[0, 0, nu] += 1e-20j
                            slope = np.imag(energy(u, lattice, **model))
                            phi[mu, nu] += sign * slope / 1e-20 / (2 * step)
                vectors.append((lattice @ np.array([n1, n2]))[:2])
                matrices.append(phi)
        self.R, self.phi = np.array(vectors), np.array(matrices)
        self.zz = self.phi[:, 2, 2]

    def matrix(self, q):
        return np.tensordot(np.cos(self.R @ q), self.phi, axes=(0, 0))

    def D(self, q, angle=0.0):
        direction = np.array([np.cos(angle), np.sin(angle)])
        return float(np.sum(self.zz * np.cos(q * self.R @ direction)))

    def tension_from_phi(self):
        return -0.5 * np.einsum('r,ri,rj->ij', self.zz, self.R, self.R) / self.area

    def kappa(self, angle=0.0):
        direction = np.array([np.cos(angle), np.sin(angle)])
        return np.sum(self.zz * (self.R @ direction) ** 4) / 24 / self.area

    def phonon(self, q):
        return np.sqrt(HBAR2_OVER_M * self.D(q))

    def exponent(self, q):
        ratio = self.D(1.01 * q) / self.D(q / 1.01)
        return 0.5 * np.log(ratio) / (2 * np.log(1.01))


# Unstressed lattice constant
a0 = brentq(lambda a: np.trace(stress(a * TRIANGULAR)), 2.2, 2.7, xtol=1e-13)
free_lattice = a0 * TRIANGULAR
free = Sheet(free_lattice)
kappa0 = free.kappa()

# Rigid rotation leaves the energy unchanged; height springs do not
c, s = np.cos(0.7), np.sin(0.7)
rotation = np.array([[c, 0, s], [0, 1, 0], [-s, 0, c]])
assert abs(cell_energy(rotation @ free_lattice) - cell_energy(free_lattice)) < 1e-12
assert abs(cell_energy(rotation @ free_lattice, height=0.01)
           - cell_energy(free_lattice, height=0.01)) > 1e-3

# Mirror decoupling, translation sum rule, vanishing second moment
assert np.max(np.abs(free.phi[:, :2, 2])) < 1e-8
assert abs(np.sum(free.zz)) < 1e-8
assert np.max(np.abs(free.tension_from_phi())) < 1e-7

# Stress identity and tilt energy for an anisotropically strained sheet
skew = np.array([[1.01, 0.004, 0], [0.004, 1.002, 0], [0, 0, 1]]) @ free_lattice
skew_sheet, skew_stress = Sheet(skew), stress(skew)
assert abs(skew_stress[0, 0] - skew_stress[1, 1]) > 1e-3
assert abs(skew_stress[0, 1]) > 1e-3
assert np.allclose(skew_sheet.tension_from_phi(), skew_stress, atol=1e-6)
g = 1e-3 * np.array([0.6, 0.8])
tilt = np.eye(3)
tilt[2, :2] = g
tilt_energy = cell_energy(tilt @ skew) - cell_energy(skew)
predicted_tilt = 0.5 * area(skew) * g @ skew_stress @ g
assert abs(tilt_energy / predicted_tilt - 1) < 1e-3


# Closed forms of this model against numerical moments and stress
def model_tension(a):
    shells = np.array([a, np.sqrt(3) * a])
    return 1.5 * np.sum(morse_slope(shells) * shells) / area(a * TRIANGULAR)


def model_kappa(a):
    shells = np.array([a, np.sqrt(3) * a])
    pair = -3 / 32 * np.sum(morse_slope(shells) * shells ** 3)
    return (9 / 4 * BENDING * a ** 4 + pair) / area(a * TRIANGULAR)


assert abs(kappa0 - model_kappa(a0)) < 1e-6
assert abs(free.kappa(0.37) - kappa0) < 1e-6

# The remainder after the quartic term is of sixth order
remainder = [free.D(q) - free.area * kappa0 * q ** 4 for q in (0.2, 0.1)]
assert abs(remainder[0] / remainder[1] / 64 - 1) < 0.04

# Unstressed sheet is stable throughout the zone, all three branches
reciprocal = 2 * np.pi * np.linalg.inv(free_lattice[:2]).T
lowest = min(np.linalg.eigvalsh(free.matrix(reciprocal @ np.array([i, j]) / 12))[0]
             for i in range(12) for j in range(12) if (i, j) != (0, 0))
assert lowest > 0

# Tension: linear branch, crossover, and exponent
tight_lattice = (1 + STRAIN) * free_lattice
tight = Sheet(tight_lattice)
tau = stress(tight_lattice)[0, 0]
kappa_t = tight.kappa()
q_star = np.sqrt(tau / kappa_t)
assert abs(tau - model_tension(a0 * (1 + STRAIN))) < 1e-10
assert np.allclose(tight.tension_from_phi(), tau * np.eye(2), atol=1e-7)
for q in (q_star / 10, q_star, 2 * q_star):
    expected = (tau + 2 * kappa_t * q * q) / (tau + kappa_t * q * q)
    assert abs(tight.exponent(q) - expected) < 0.02
assert abs(free.exponent(0.05) - 2) < 0.01

# Compression: sign change of D at the predicted wavevector
squeezed_lattice = (1 - STRAIN) * free_lattice
squeezed = Sheet(squeezed_lattice)
tau_c = stress(squeezed_lattice)[0, 0]
edge_formula = np.sqrt(-tau_c / squeezed.kappa())
edge_full = brentq(squeezed.D, 0.3 * edge_formula, 3 * edge_formula)
assert squeezed.D(0.5 * edge_formula) < 0
assert abs(edge_full / edge_formula - 1) < 0.01

# Invariance alone does not make kappa positive
pair_only = Sheet(free_lattice, bend=0.0)
assert np.max(np.abs(stress(free_lattice, bend=0.0))) < 1e-10
assert pair_only.kappa() < 0 and pair_only.D(0.1) < 0
springs = Sheet(MORSE_LENGTH * TRIANGULAR, bend=0.0, second=0.0)
assert np.max(np.abs(springs.zz)) < 1e-8

# Broken invariances, both at zero in-plane stress
unrotated = Sheet(free_lattice, height=0.01)
assert np.max(np.abs(stress(free_lattice, height=0.01))) < 1e-10
assert abs(unrotated.exponent(0.01) - 1) < 0.02
anchored = Sheet(free_lattice, anchor=0.01)
assert abs(anchored.D(0.0) - 0.01) < 1e-7


def formula(q, cell, tension, kappa):
    return np.sqrt(HBAR2_OVER_M * cell * (tension * q ** 2 + kappa * q ** 4))


hbar_ev = constants.hbar / constants.e
beta = np.sqrt(HBAR2_OVER_M * free.area * kappa0)
hbar_c = np.sqrt(HBAR2_OVER_M * tight.area * tau)
newton_per_m = constants.e / constants.angstrom ** 2

print(f"Morse depth: {WELL_DEPTH:.1f} eV")
print(f"Morse decay: {MORSE_DECAY:.1f} 1/angstrom")
print(f"Morse length: {MORSE_LENGTH:.1f} angstrom")
print(f"bending constant K: {BENDING:.1f} eV/angstrom^2")
print(f"hbar^2/M: {HBAR2_OVER_M:.1e} eV angstrom^2")
print("UNSTRESSED SHEET")
print(f"lattice constant: {a0:.5f} angstrom")
print(f"cell area: {free.area:.4f} angstrom^2")
print(f"V' first shell: {morse_slope(a0):.4f} eV/angstrom")
print(f"V' second shell: {morse_slope(np.sqrt(3) * a0):.4f} eV/angstrom")
print(f"largest stress from force constants: "
      f"{np.max(np.abs(free.tension_from_phi())):.1e} eV/angstrom^2")
print(f"kappa: {kappa0:.4f} eV")
print(f"pair part of kappa: {pair_only.kappa():.4f} eV")
print(f"bending part of kappa: {kappa0 - pair_only.kappa():.4f} eV")
print(f"hbar omega/q^2: {beta:.5f} eV angstrom^2")
print(f"omega/q^2: {beta / hbar_ev * 1e-20:.3e} m^2/s")
print(f"exponent at q=0.05/angstrom: {free.exponent(0.05):.4f}")
print("ANISOTROPIC STRAIN, stress xx, yy, xy in eV/angstrom^2")
for label, t in (("from strain", skew_stress),
                 ("from force constants", skew_sheet.tension_from_phi())):
    print(f"{label}: {t[0, 0]:.6f} {t[1, 1]:.6f} {t[0, 1]:.6f}")
print(f"BIAXIAL STRETCH: {STRAIN:.3f} (no unit)")
print(f"cell area: {tight.area:.4f} angstrom^2")
print(f"tension: {tau:.6f} eV/angstrom^2")
print(f"tension converted: {tau * newton_per_m:.4f} N/m")
print(f"kappa: {kappa_t:.4f} eV")
print(f"hbar c: {hbar_c:.6f} eV angstrom")
print(f"sound velocity c: {hbar_c / hbar_ev * 1e-10:.1f} m/s")
print(f"crossover q*: {q_star:.5f} 1/angstrom")
for factor in (0.1, 1.0, 2.0):
    print(f"exponent at {factor:.1f} q*: {tight.exponent(factor * q_star):.4f}")
print("PHONON ENERGIES in 1e-3 eV, q in 1/angstrom")
print("q | free full, formula | stretched full, formula")
for q in (0.01, 0.02, 0.05, 0.10, 0.20, 0.40):
    row = np.array([free.phonon(q), formula(q, free.area, 0.0, kappa0),
                    tight.phonon(q), formula(q, tight.area, tau, kappa_t)])
    if q <= 0.1:
        assert abs(row[0] / row[1] - 1) < 0.01
        assert abs(row[2] / row[3] - 1) < 0.01
    row = row * 1e3
    print(f"{q:.2f} | {row[0]:.5f}, {row[1]:.5f} | {row[2]:.5f}, {row[3]:.5f}")
print(f"BIAXIAL COMPRESSION: {STRAIN:.3f} (no unit)")
print(f"stress: {tau_c:.6f} eV/angstrom^2")
print(f"instability edge, full: {edge_full:.5f} 1/angstrom")
print(f"instability edge, formula: {edge_formula:.5f} 1/angstrom")
print("BROKEN INVARIANCE AT ZERO STRESS, spring 0.01 eV/angstrom^2")
print(f"height springs, exponent at q=0.01/angstrom: {unrotated.exponent(0.01):.4f}")
print(f"anchored sheet, gap at q=0: {anchored.phonon(0.0):.6f} eV")
print("all good")
```

It prints:

```
Morse depth: 1.0 eV
Morse decay: 1.5 1/angstrom
Morse length: 2.5 angstrom
bending constant K: 0.1 eV/angstrom^2
hbar^2/M: 2.0e-04 eV angstrom^2
UNSTRESSED SHEET
lattice constant: 2.42988 angstrom
cell area: 5.1133 angstrom^2
V' first shell: -0.3696 eV/angstrom
V' second shell: 0.2134 eV/angstrom
largest stress from force constants: 8.7e-11 eV/angstrom^2
kappa: 1.3395 eV
pair part of kappa: -0.1944 eV
bending part of kappa: 1.5340 eV
hbar omega/q^2: 0.03701 eV angstrom^2
omega/q^2: 5.623e-07 m^2/s
exponent at q=0.05/angstrom: 1.9981
ANISOTROPIC STRAIN, stress xx, yy, xy in eV/angstrom^2
from strain: 0.068814 0.034525 0.017727
from force constants: 0.068814 0.034525 0.017727
BIAXIAL STRETCH: 0.001 (no unit)
cell area: 5.1235 angstrom^2
tension: 0.008996 eV/angstrom^2
tension converted: 0.1441 N/m
kappa: 1.3402 eV
hbar c: 0.003036 eV angstrom
sound velocity c: 461.3 m/s
crossover q*: 0.08193 1/angstrom
exponent at 0.1 q*: 1.0099
exponent at 1.0 q*: 1.4962
exponent at 2.0 q*: 1.7803
PHONON ENERGIES in 1e-3 eV, q in 1/angstrom
q | free full, formula | stretched full, formula
0.01 | 0.00370, 0.00370 | 0.03059, 0.03059
0.02 | 0.01480, 0.01480 | 0.06250, 0.06250
0.05 | 0.09244, 0.09253 | 0.17780, 0.17784
0.10 | 0.36871, 0.37012 | 0.47798, 0.47907
0.20 | 1.45810, 1.48049 | 1.58109, 1.60189
0.40 | 5.57159, 5.92195 | 5.70797, 6.05245
BIAXIAL COMPRESSION: 0.001 (no unit)
stress: -0.009114 eV/angstrom^2
instability edge, full: 0.08272 1/angstrom
instability edge, formula: 0.08251 1/angstrom
BROKEN INVARIANCE AT ZERO STRESS, spring 0.01 eV/angstrom^2
height springs, exponent at q=0.01/angstrom: 1.0076
anchored sheet, gap at q=0: 0.001414 eV
all good
```
